\section*{Core leakage from atomic spheres and the −6 Rydberg separation energy}

\section{The decision and a quick estimate}

Before an LAPW calculation starts, every occupied atomic shell must be put into one of two classes. A core shell is solved as an atomic problem in the spherical part of the potential of its own atom, and its density is meant to stay inside the atomic sphere. A valence shell is expanded in the basis that extends through the crystal, if necessary with local orbitals added for a low-lying (semicore) level. If a shell that spills out of its sphere is called core, part of its charge lies where the core treatment does not describe it properly. If a confined shell is called valence, the basis grows for little gain. The dividing line examined here is $-6$ Ry for a sphere radius of about 2 bohr: deeper shells are core, shallower ones valence.

Rydberg atomic units are natural here. Lengths are in bohr, the kinetic energy operator is $-\nabla^2$, and $1\,\mathrm{Ry}=\tfrac12$ hartree. The dividing energy is $-3$ hartree, or $-81.6$ eV. Energies are measured from the potential far from a free atom, which is set to zero.

Write a bound level as $\varepsilon=-\kappa^2$ with $\kappa>0$. Far from the atom the radial function obeys $-u''=\varepsilon u$, or $u''=\kappa^2u$. The solution that can be normalized is $u\propto e^{-\kappa r}$, so the radial density $u^2$ falls as $e^{-2\kappa r}=e^{-2\sqrt{-\varepsilon}\,r}$. If this decay is taken to run all the way from the nucleus to the sphere radius $R$, the fraction of the electron outside is roughly
\begin{equation}
L_{\rm bare}=e^{-2\kappa R}.
\label{bare}
\end{equation}
For $\varepsilon=-6$ Ry and $R=2$ bohr,
\begin{equation}
\kappa=\sqrt6=2.449,\qquad 2\kappa R=9.80,\qquad
L_{\rm bare}=5.6\times10^{-5}.
\end{equation}
At $-2$ Ry the same formula gives $3.5\times10^{-3}$, and at $-20$ Ry it gives $1.7\times10^{-8}$. The exponent thus separates leaky shells from confined ones, and $-6$ Ry looks very safe.

The weak point is the assumption that the decay starts at the nucleus. For a real shell the radial density $u^2$ vanishes at the nucleus and is largest at some distance from it, and the asymptotic law sets in further out still. The exponent may be sound while the predicted charge is wrong by a large factor. The size and direction of that error decide what the dividing line really tolerates.

\section{What the bare exponential means}

Let $u(r)$ be $r$ times the radial wave function, with $\int_0^\infty u^2\,dr=1$. The leakage is
\begin{equation}
L(R)=\int_R^\infty u^2(r)\,dr ,\qquad L(0)=1 .
\label{L}
\end{equation}
In a spherical potential $v(r)$, with angular momentum $l$, the radial equation is
\begin{equation}
u''=\left[v(r)+\frac{l(l+1)}{r^2}+\kappa^2\right]u .
\label{radial}
\end{equation}

There is a model in which Eq.~\eqref{bare} holds without error. Let an attractive well for an s state shrink to zero width while its depth is adjusted to keep the level at $-\kappa^2$. The function rises from $u(0)=0$ inside the well, but the weight there vanishes with the width. What remains is $u=Ae^{-\kappa r}$ for $r>0$. Normalization requires
\begin{equation}
A^2\int_0^\infty e^{-2\kappa r}dr=\frac{A^2}{2\kappa}=1
\quad\Rightarrow\quad A^2=2\kappa ,
\end{equation}
and therefore
\begin{equation}
L(R)=2\kappa\int_R^\infty e^{-2\kappa r}dr=e^{-2\kappa R}.
\end{equation}
The bare exponential is the leakage of a zero-range well. Square wells of finite width that hold the same level at $-6$ Ry show how quickly this ceases to be adequate. At $R=2$ bohr the ratio $L/L_{\rm bare}$ is 1.0025 for a width of 0.001 bohr, 1.28 for 0.1 bohr, and 19 for 1 bohr.

\section{Why it is a lower bound}

The ratio exceeds one for a general reason. Consider an s state without nodes, $u>0$, in a potential with $v(r)\le0$ everywhere. Define
\begin{equation}
g(r)=\left(u'+\kappa u\right)e^{-\kappa r}.
\end{equation}
Its derivative is
\begin{align}
g'&=\left(u''+\kappa u'-\kappa u'-\kappa^2u\right)e^{-\kappa r}\nonumber\\
&=\left(u''-\kappa^2u\right)e^{-\kappa r}=v\,u\,e^{-\kappa r}\le0 ,
\end{align}
where the last equality is Eq.~\eqref{radial} with $l=0$. So $g$ never increases. It tends to zero at infinity, because $u$ and $u'$ do. A function that never increases and ends at zero cannot be negative before that, so $g\ge0$ and
\begin{equation}
u'+\kappa u\ge0 .
\label{slope}
\end{equation}
The amplitude nowhere decays faster than $e^{-\kappa r}$.

To turn this into a statement about charge, note that
\begin{equation}
\frac{d}{dr}\left(u^2e^{2\kappa r}\right)=2u\,(u'+\kappa u)\,e^{2\kappa r}\ge0 .
\end{equation}
Hence $u^2(r)\ge u^2(R)\,e^{-2\kappa(r-R)}$ for $r\ge R$. Integrating over $r$ from $R$ to infinity gives
\begin{equation}
L(R)\ge\frac{u^2(R)}{2\kappa}.
\label{lowerL}
\end{equation}
Equation~\eqref{L} gives $L'(R)=-u^2(R)$, so the local decay rate of the leakage is
\begin{equation}
\gamma(R)\equiv-\frac{L'(R)}{L(R)}=\frac{u^2(R)}{L(R)}\le2\kappa .
\label{gamma}
\end{equation}
Since $\gamma=-\,d\ln L/dR$ and $L(0)=1$, integration from the nucleus outward yields
\begin{equation}
\ln L(R)=-\int_0^R\gamma(r)\,dr\ge-2\kappa R,
\qquad L(R)\ge e^{-2\kappa R}.
\label{bound}
\end{equation}
Under the stated conditions the back-of-envelope number is a floor for the leakage. It cannot by itself certify that a shell is confined.

The proof uses $u>0$ and $v\le0$ only from the radius in question outward. For an s state with nodes, Eq.~\eqref{gamma} therefore still holds beyond the last node, but the integration down to the nucleus is no longer covered. For $l>0$ the bracket in Eq.~\eqref{radial} contains the repulsive centrifugal term, and the argument needs $v+l(l+1)/r^2\le0$ from $R$ outward. This can fail far from a neutral atom, where $v$ may vanish faster than $1/r^2$, and for larger $l$ it fails much closer in: for the 3d shells of Mn and Zn, $\gamma$ exceeds $2\kappa$ by up to 2 and 10 percent inside 2 bohr. For the 2p, 3s and 3p shells discussed below, $\gamma\le2\kappa$ is therefore a numerical finding. It was tested at 40 radii between 0.05 and 2 bohr, and the inequality $L>L_{\rm bare}$ was tested at 2 bohr.

\section{Where the extra charge comes from}

Equation~\eqref{bound} contains an identity that locates the missing factor. Define a length $s$ by
\begin{equation}
L(R)=e^{-2\kappa(R-s)},\qquad s=R+\frac{\ln L(R)}{2\kappa}.
\label{s}
\end{equation}
Inserting $\ln L=-\int_0^R\gamma\,dr$ gives
\begin{equation}
s=\int_0^R\left[1-\frac{\gamma(r)}{2\kappa}\right]dr .
\end{equation}
The length $s$ accumulates the shortfall of the local decay rate below its asymptotic value. Near the nucleus $u\to0$ and $L\to1$, so $\gamma\to0$ and the full distance counts towards $s$. One may picture the exponential as starting at $r=s$ instead of at $r=0$. The bare formula is too small by the factor $e^{2\kappa s}$.

Attraction left outside the sphere also lowers $\gamma$. Take an s state, and suppose that $v$ does not decrease with $r$ for $r\ge R$ and that
\begin{equation}
q^2\equiv v(R)-\varepsilon>0 .
\end{equation}
Then $v(r)-\varepsilon\ge q^2$ outside the sphere. There can be no node there: after a node, $u''$ would have the sign of $u$, and $|u|$ would grow without limit instead of decaying. Choose $u>0$ for $r\ge R$ and set $h=(u'+qu)e^{-qr}$, with $q>0$. By the same algebra as before,
\begin{equation}
h'=(u''-q^2u)e^{-qr}=\left[v(r)-\varepsilon-q^2\right]u\,e^{-qr}\ge0 .
\end{equation}
Now $h$ never decreases and ends at zero, so $h\le0$ and $u'\le-qu$. Thus $u^2e^{2qr}$ does not increase, which means $u^2(r)\le u^2(R)e^{-2q(r-R)}$. Integration gives $L(R)\le u^2(R)/(2q)$, or $\gamma(R)\ge2q$. If also $v\le0$ outside, Eq.~\eqref{gamma} closes the bracket:
\begin{equation}
2\sqrt{v(R)-\varepsilon}\;\le\;\gamma(R)\;\le\;2\sqrt{-\varepsilon}.
\label{bracket}
\end{equation}
If the potential vanishes beyond $R$, the two ends coincide and the decay is the asymptotic one. A negative $v(R)$ opens room for slower decay.

\section{A solvable case: the Coulomb 1s state}

The Coulomb potential shows how large the correction can be. In Rydberg units a nucleus of charge $Z$ gives $v=-2Z/r$. Try $u=Nre^{-\kappa r}$:
\begin{align}
u'&=N(1-\kappa r)e^{-\kappa r},\nonumber\\
u''&=N(-2\kappa+\kappa^2r)e^{-\kappa r}
=\left(\kappa^2-\frac{2\kappa}{r}\right)u .
\end{align}
This is Eq.~\eqref{radial} with $l=0$ and $Z=\kappa$. A noninteger $Z$ is allowed, since the model serves to place a 1s level at a chosen energy. Normalization gives
\begin{equation}
N^2\int_0^\infty r^2e^{-2\kappa r}dr=\frac{2N^2}{(2\kappa)^3}=1
\quad\Rightarrow\quad N^2=4\kappa^3 .
\end{equation}
With $t=2\kappa r$ one has $r^2dr=t^2dt/(8\kappa^3)$, and with $x=2\kappa R$
\begin{align}
L_{1s}&=4\kappa^3\int_R^\infty r^2e^{-2\kappa r}dr
=\frac12\int_x^\infty t^2e^{-t}dt\nonumber\\
&=\frac12\left[-(t^2+2t+2)e^{-t}\right]_x^\infty
=e^{-x}\left(1+x+\frac{x^2}{2}\right).
\label{coulomb}
\end{align}
The antiderivative is confirmed by differentiation: the terms $2t+2$ cancel and $t^2e^{-t}$ remains. For $R\to0$ the leakage tends to 1, as it must. For large $x$ the factor multiplying the exponential grows as $x^2/2$. On a logarithmic scale the exponential still dominates, but the charge itself is changed greatly.

At $-6$ Ry and 2 bohr, $x=9.80$ and
\begin{equation}
1+x+\frac{x^2}{2}=1+9.80+48.0=58.8,\qquad
L_{1s}=58.8\times5.56\times10^{-5}=3.3\times10^{-3}.
\end{equation}
The leakage is a third of a percent, not half a hundredth of a percent. The model gives the order of magnitude only: for the real shells tabulated below, Eq.~\eqref{coulomb} taken at the same energy ranges from about half to 3.5 times the computed leakage.

\section{From a tolerance to an energy}

Suppose that a fraction $\delta$ outside the sphere is acceptable. Taking the logarithm of $\delta=e^{-2\kappa R}$ gives $\kappa=\ln(1/\delta)/(2R)$, and the bare estimate places the dividing line at
\begin{equation}
\varepsilon_{\rm bare}=-\left[\frac{\ln(1/\delta)}{2R}\right]^2\ \mathrm{Ry}.
\end{equation}
For $\delta=10^{-3}$ and $R=2$ bohr this is $-(6.91/4)^2=-2.98$ Ry. Equation~\eqref{coulomb} has to be inverted numerically. The two estimates for $R=2$ bohr are
\begin{center}
\begin{tabular}{ccc}
$\delta$ & bare (Ry) & Coulomb 1s (Ry)\\
$10^{-2}$ & $-1.33$ & $-4.42$\\
$10^{-3}$ & $-2.98$ & $-7.88$\\
$10^{-4}$ & $-5.30$ & $-12.12$
\end{tabular}
\end{center}
Read with the bare formula, $-6$ Ry seems to demand a leakage below $10^{-4}$. Read with the Coulomb state, it accepts a leakage between $10^{-3}$ and $10^{-2}$.

The line also belongs to a radius. Both $L_{\rm bare}$ and $L_{1s}$ depend on $\kappa R$ alone, so in either model the leakage stays fixed if $\kappa\propto1/R$:
\begin{equation}
\varepsilon(R)=-6\left(\frac{2}{R}\right)^2\ \mathrm{Ry},\qquad R\ \text{in bohr}.
\label{scale}
\end{equation}
This gives $-10.7$ Ry at 1.5 bohr and $-3.8$ Ry at 2.5 bohr. When short bonds force small spheres, a line left at $-6$ Ry is too permissive. For real shells Eq.~\eqref{scale} is a guide, because their leakage is not a function of $\kappa R$ alone.

The zero of energy matters as well. From $\kappa=\sqrt{|\varepsilon|}$ follows $d\kappa=d|\varepsilon|/(2\kappa)$, and so
\begin{equation}
d\ln L_{\rm bare}=-2R\,d\kappa=-\frac{R}{\kappa}\,d|\varepsilon| .
\end{equation}
At the dividing line $R/\kappa=2/2.449=0.82$ per Ry. To first order, misplacing the zero by 1 Ry changes the bare estimate by a factor $e^{0.82}\approx2.3$. A line meant for free-atom levels should not be applied unaltered to crystal levels measured from another zero.

\section{Comparison with real atoms}

The models leave open what happens to 3s and 3p shells, which have nodes and move in a screened potential. Free Ca, Ti, Mn and Zn atoms were therefore solved self-consistently in the local density approximation (Slater exchange and VWN correlation), with spherical density, no spin polarization and no relativistic terms. The energies below are Kohn--Sham eigenvalues at this level. The column $L$ is the fraction of one electron outside 2 bohr. The column $Q$ is the number of electrons outside for the filled shell, $Q=2(2l+1)L$.
\begin{center}
\begin{tabular}{lccccc}
shell & $\varepsilon$ (Ry) & $L_{\rm bare}$ & $L$ & $Q$ & $s$ (bohr)\\
Ca 2p & $-24.57$ & $2.4\times10^{-9}$ & $1.5\times10^{-7}$ & $9\times10^{-7}$ & 0.42\\
Ca 3s & $-3.41$ & $6.2\times10^{-4}$ & 0.047 & 0.095 & 1.17\\
Ti 3s & $-4.52$ & $2.0\times10^{-4}$ & 0.018 & 0.037 & 1.06\\
Mn 3s & $-6.15$ & $4.9\times10^{-5}$ & 0.0048 & 0.0095 & 0.92\\
Zn 3s & $-9.15$ & $5.6\times10^{-6}$ & 0.00054 & 0.0011 & 0.76\\
Ca 3p & $-2.06$ & $3.2\times10^{-3}$ & 0.094 & 0.57 & 1.18\\
Ti 3p & $-2.85$ & $1.2\times10^{-3}$ & 0.040 & 0.24 & 1.05\\
Mn 3p & $-3.98$ & $3.4\times10^{-4}$ & 0.012 & 0.073 & 0.90\\
Zn 3p & $-6.04$ & $5.4\times10^{-5}$ & 0.0018 & 0.011 & 0.72
\end{tabular}
\end{center}

Manganese 3s lies almost on the dividing line, so close that the side depends on the setting: spin polarization splits the level into $-6.26$ and $-5.90$ Ry, the configuration $3d^64s^1$ raises it to $-5.83$ Ry, and scalar-relativistic terms lower it to $-6.28$ Ry, while the leakage stays between 0.43 and 0.52 percent. The numbers that follow are for the tabulated case. Its leakage is about 0.5 percent, roughly a hundred times the bare value. Equation~\eqref{s} reads
\begin{equation}
s=2+\frac{\ln(4.76\times10^{-3})}{4.961}=2-\frac{5.35}{4.961}=0.92\ \text{bohr},
\end{equation}
so nearly half of the distance to the sphere surface is lost to the slow start. The potential at the surface is $-1.51$ Ry, and the bracket \eqref{bracket} becomes
\begin{equation}
4.31\le\gamma(R)=4.53\le4.96\ \text{bohr}^{-1}.
\end{equation}
At the surface the decay is therefore already within 10 percent of its asymptotic rate. Most of the hundredfold excess was accumulated further in: with the leakage $2.79\times10^{-2}$ at 1.6 bohr, Eq.~\eqref{s} gives $s=1.6+\ln(2.79\times10^{-2})/4.961=0.88$ bohr there, so only 0.04 of the 0.92 bohr comes from the last 0.4 bohr.

The radius has a strong effect. For Mn 3s the leakage is 2.8 percent at 1.6 bohr, 0.48 percent at 2.0 bohr and 0.08 percent at 2.4 bohr. Each step of 0.4 bohr changes it by a factor of about 6. The asymptotic rate would give $e^{4.96\times0.4}=7.3$, somewhat more, as $\gamma\le2\kappa$ requires.

Along the 3s series the leakage falls from 4.7 percent in Ca to 0.05 percent in Zn. Interpolating $\ln L$ linearly in $\kappa$ between Ti and Mn gives about 0.5 percent at $-6$ Ry, close to a hundred times the bare exponential. Two electrons then leave about 0.01 electron outside.

Binding energy alone does not fix the leakage. Zn 3p and Mn 3s have nearly equal energies, yet the fraction outside is 0.18 percent for the former and 0.48 percent for the latter. The difference is carried by $s$, which is 0.72 bohr in one case and 0.92 bohr in the other. The charges of the filled shells are nevertheless similar, 0.011 and 0.0095 electron, because the p shell holds three times as many electrons.

\section{What the dividing line can justify}

For these atoms and a radius of 2 bohr, a line at $-6$ Ry accepts as core the shells that lose about 0.01 electron or less. Of the tabulated shells, it sends to the valence side those that lose from 0.04 electron (Ti 3s) to more than half an electron (Ca 3p). For these atoms that is a sensible place for a practical boundary, but the figure of 0.01 electron does not carry over to heavier rows. At the same nonrelativistic level, Ba 4d ($-6.9$ Ry), Sn 4p ($-6.4$ Ry) and Bi 5p ($-6.6$ Ry) fall on the core side and lose about 0.02, 0.03 and 0.05 electron outside 2 bohr. Nothing singles out the number 6. Leakage varies smoothly with binding, and a stricter tolerance would move the line down: Zn 3s, at $-9.15$ Ry, still loses 0.001 electron. The exponential explains why an energy criterion works at all, since the leakage drops steeply with $\kappa R$. The tolerance itself is a choice.

The free-atom leakage has limits as a criterion. In a crystal the potential outside the sphere does not rise to the free-atom zero but joins that of the neighbours, so the tail is altered. Nor is the leaked charge an error in the total energy; that error depends on how a program treats the core tail and on the property being computed. For a shell near the line, the sound procedure is to compute its leakage for the sphere actually used and, if in doubt, to repeat the calculation with the shell treated as valence by means of local orbitals. A change in the wanted result then measures what the core assumption costs.

The inequalities and the Coulomb formula are checked numerically by the numerical check, and its atomic solver is tested independently on Ar. One of its tests compares the 3s leakage of Ar with a separate Gaussian-basis calculation; both give 0.140 at 2 bohr.

\section*{Table of computed values}
\begin{verbatim}
sphere radius R = 2.0 bohr
separation energy = -6.0 Ry = -81.6 eV
kappa at separation = 2.4495 1/bohr
energy (Ry) | 2 kappa R | bare exponential | Coulomb 1s leakage
  -1 |   4.000 | 1.83e-02 | 2.38e-01
  -2 |   5.657 | 3.49e-03 | 7.92e-02
  -4 |   8.000 | 3.35e-04 | 1.38e-02
  -6 |   9.798 | 5.56e-05 | 3.27e-03
 -10 |  12.649 | 3.21e-06 | 3.01e-04
 -20 |  17.889 | 1.70e-08 | 3.05e-06
Coulomb 1s / bare at separation = 58.8
square well width 1.000 bohr: leakage / bare = 18.8222
square well width 0.100 bohr: leakage / bare = 1.2847
square well width 0.001 bohr: leakage / bare = 1.0025
tolerance | energy from bare (Ry) | energy from Coulomb 1s (Ry)
1e-02 | -1.33 | -4.42
1e-03 | -2.98 | -7.88
1e-04 | -5.30 | -12.12
same bare exponential at R = 1.5 bohr: -10.67 Ry
same bare exponential at R = 2.0 bohr: -6.00 Ry
same bare exponential at R = 2.5 bohr: -3.84 Ry
shell | energy (Ry) | bare | leakage | electrons out | s (bohr)
Ca 2p | -24.57 | 2.4e-09 | 1.53e-07 | 9.19e-07 | 0.42
Ca 3s | -3.41 | 6.2e-04 | 4.73e-02 | 9.46e-02 | 1.17
Ti 3s | -4.52 | 2.0e-04 | 1.84e-02 | 3.68e-02 | 1.06
Mn 3s | -6.15 | 4.9e-05 | 4.76e-03 | 9.51e-03 | 0.92
Zn 3s | -9.15 | 5.6e-06 | 5.37e-04 | 1.07e-03 | 0.76
Ca 3p | -2.06 | 3.2e-03 | 9.43e-02 | 5.66e-01 | 1.18
Ti 3p | -2.85 | 1.2e-03 | 4.04e-02 | 2.42e-01 | 1.05
Mn 3p | -3.98 | 3.4e-04 | 1.22e-02 | 7.32e-02 | 0.90
Zn 3p | -6.04 | 5.4e-05 | 1.81e-03 | 1.09e-02 | 0.72
3s leakage interpolated to separation = 5.35e-03
interpolated 3s / bare = 96
Mn potential at R = -1.51 Ry
Mn 3s lower rate 2 sqrt(v(R)-eps) = 4.311 1/bohr
Mn 3s decay rate gamma(R) = 4.526 1/bohr
Mn 3s upper rate 2 kappa = 4.961 1/bohr
Mn 3s leakage at 1.6 bohr = 2.79e-02
Mn 3s leakage at 2.0 bohr = 4.76e-03
Mn 3s leakage at 2.4 bohr = 7.57e-04
Ar 3s leakage, radial grid = 0.1403
Ar 3s leakage, Gaussian basis = 0.1402
\end{verbatim}
